# Surface-phonon limit of a one-oscillator silica model facing vacuum

## Problem

Silica fills the half-space $z<0$ and vacuum fills $z>0$. In the infrared the silica is described by a high-frequency permittivity $\varepsilon_\infty=2.1$, due to the electrons, and by one undamped ionic oscillator. Its transverse optical (TO) and longitudinal optical (LO) wavenumbers are $\omega_T=1076\ \mathrm{cm^{-1}}$ and $\omega_L=1256\ \mathrm{cm^{-1}}$. The medium is isotropic, and its response at a point depends on the field at that point alone.

(a) Find the permittivity $\varepsilon(\omega)$.

(b) A vibration is bound to the surface and runs along $x$ with wavevector $q$. Find the condition on $\varepsilon(\omega)$ when $q$ is large compared with $\omega/c$.

(c) Find the frequency $\omega_s$ of this vibration, as a formula and as a number.

(d) Show how the frequency approaches $\omega_s$ as $q$ grows.

(e) Find how $\omega_s$ responds to small changes of the three inputs.

The algebra uses atomic units in Gaussian form, so that $\mathbf D=\mathbf E+4\pi\mathbf P$, and the time factor $e^{-i\omega t}$. Numerical frequencies are given as wavenumbers. This is allowed in any relation where every term carries the same power of frequency, because the conversion factor cancels.

## Hints

1. Write an equation of motion for the ionic polarization driven by the field. Fix the coupling strength from the fact that a longitudinal wave has $\mathbf D=0$ but $\mathbf E\neq0$.
2. For large $q$ the electric field is the gradient of a potential. Solve Laplace's equation on each side and join the solutions at $z=0$.
3. The condition from (b) is linear in $\omega^2$.
4. For (d), restore the finite speed of light and use the magnetic field $H_y$. Then expand $\varepsilon$ about $\omega_s$.
5. For (e), differentiate $\omega_s^2$, not $\omega_s$.

## Solution

### (a) The permittivity

Let $\mathbf P$ be the ionic part of the polarization. With a coupling strength $a$ still to be found,

$$\ddot{\mathbf P}=-\omega_T^2\mathbf P+\frac{a}{4\pi}\mathbf E
\quad\Rightarrow\quad
4\pi\mathbf P=\frac{a}{\omega_T^2-\omega^2}\,\mathbf E .$$

The electrons follow the field at once. Their polarization and the field itself together contribute $\varepsilon_\infty\mathbf E$ to $\mathbf D$. Hence $\mathbf D=\varepsilon_\infty\mathbf E+4\pi\mathbf P=\varepsilon\mathbf E$, with

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{a}{\omega_T^2-\omega^2}.$$

In a longitudinal wave $\mathbf D$ is parallel to the wavevector. There is no free charge, so the divergence of $\mathbf D$ vanishes, and therefore $\mathbf D$ itself vanishes. The field does not, so $\varepsilon(\omega_L)=0$. This gives $a=\varepsilon_\infty(\omega_L^2-\omega_T^2)$. Over a common denominator,

$$\varepsilon(\omega)=\varepsilon_\infty\,
\frac{(\omega_T^2-\omega^2)+(\omega_L^2-\omega_T^2)}{\omega_T^2-\omega^2}
=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.$$

The permittivity has a pole at $\omega_T$ and a zero at $\omega_L$. Between them it is negative.

### (b) The surface condition

For $q\gg\omega/c$ retardation can be dropped, and $\mathbf E=-\nabla\phi$. Inside each medium $\nabla\cdot\mathbf D=-\varepsilon\nabla^2\phi=0$. Away from $\omega_L$ we have $\varepsilon\neq0$, so $\nabla^2\phi=0$. With $\phi=f(z)e^{iqx}$ and $q>0$ this becomes $f''=q^2f$. The solution that decays away from the surface and is continuous there is

$$\phi=A\,e^{iqx}e^{-q|z|}.$$

The normal component $D_z=-\varepsilon\,\partial_z\phi$ must also be continuous. Leaving out the common factor $e^{iqx}$, it is $+qA$ just above the surface and $-\varepsilon qA$ just below. Therefore

$$qA=-\varepsilon qA\quad\Rightarrow\quad \varepsilon(\omega)=-1 .$$

The wavevector has cancelled, since a half-space has no length with which to compare $1/q$. The normal electric field has opposite signs on the two sides. Its jump $2qA$ is produced by polarization charge at the surface, and this charge supplies the restoring force that lifts the vibration above $\omega_T$.

### (c) The frequency

Setting $\varepsilon=-1$ and multiplying by $\omega_T^2-\omega^2$,

$$\varepsilon_\infty(\omega_L^2-\omega_s^2)=-(\omega_T^2-\omega_s^2)
\;\Rightarrow\;
\varepsilon_\infty\omega_L^2+\omega_T^2=(\varepsilon_\infty+1)\,\omega_s^2,$$

$$\boxed{\;\omega_s^2=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}\;}$$

The equation is linear in $\omega_s^2$, so there is one positive root. It is a weighted mean of the squares, with weights $\varepsilon_\infty/(\varepsilon_\infty+1)=0.677$ for LO and $1/(\varepsilon_\infty+1)=0.323$ for TO. It must therefore lie between $\omega_T$ and $\omega_L$.

The numbers are

$$\omega_s^2=\frac{2.1\times1577536+1157776}{3.1}\ \mathrm{cm^{-2}}
=1442129.5\ \mathrm{cm^{-2}},$$

$$\omega_s=1200.9\ \mathrm{cm^{-1}}\approx1201\ \mathrm{cm^{-1}}.$$

The corresponding quantum has energy $0.1489$ eV.

Two limits show what the weights mean. Hold $\omega_T$ and $\omega_L$ fixed. If $\varepsilon_\infty=1$, the two squares count equally. If $\varepsilon_\infty$ is very large, $\omega_s$ tends to $\omega_L$: the vacuum then adds little to the total dielectric response, and the condition $\varepsilon=-1$ differs little from $\varepsilon=0$ on the scale of $\varepsilon_\infty$.

### (d) The approach to the limit

With a finite speed of light, take a wave whose magnetic field points along $y$:

$$H_y=B\,e^{iqx}\times
\begin{cases}e^{-\kappa_vz},& z>0\\ e^{\kappa_sz},& z<0\end{cases}
\qquad
\kappa_v^2=q^2-k^2,\quad \kappa_s^2=q^2-\varepsilon k^2,$$

where $k=\omega/c$. The expressions for $\kappa$ follow from the wave equation in each medium. The tangential electric field is proportional to $\varepsilon^{-1}\partial_zH_y$. Its continuity gives $-\kappa_v=\kappa_s/\varepsilon$, or

$$\varepsilon\kappa_v+\kappa_s=0 .$$

Both decay constants are positive, so $\varepsilon<0$. Squaring $\varepsilon\kappa_v=-\kappa_s$ gives

$$\varepsilon^2(q^2-k^2)=q^2-\varepsilon k^2
\;\Rightarrow\;
q^2(\varepsilon-1)(\varepsilon+1)=k^2\varepsilon(\varepsilon-1).$$

Since $\varepsilon$ is negative, the factor $\varepsilon-1$ may be divided out:

$$q^2=k^2\,\frac{\varepsilon}{\varepsilon+1}.$$

For $q^2$ to be positive with $\varepsilon<0$ we need $\varepsilon<-1$. Between $\omega_T$ and $\omega_L$ the slope

$$\varepsilon'(\omega)=\frac{2\omega\,\varepsilon_\infty(\omega_L^2-\omega_T^2)}{(\omega_T^2-\omega^2)^2}$$

is positive. The value $\varepsilon<-1$ therefore belongs to $\omega<\omega_s$, and the limit is approached from below.

Now put $\varepsilon=-1-\delta$ with $\delta>0$. Then $q^2/k^2=(1+\delta)/\delta=1+1/\delta$, so

$$\delta=\frac{k^2}{q^2-k^2}\approx\frac{k^2}{q^2}\qquad(q\gg k).$$

To first order $\delta=\varepsilon'(\omega_s)(\omega_s-\omega)$. The leading shift is thus

$$\omega_s-\omega\approx\frac{1}{\varepsilon'(\omega_s)}\left(\frac{\omega_s}{cq}\right)^2 .$$

The slope at $\omega_s$ simplifies with $\omega_s^2-\omega_T^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)/(\varepsilon_\infty+1)$, which follows from the boxed result by subtracting $\omega_T^2$:

$$\varepsilon'(\omega_s)=\frac{2\omega_s(\varepsilon_\infty+1)^2}{\varepsilon_\infty(\omega_L^2-\omega_T^2)}=0.0262\ \mathrm{cm}.$$

The vacuum wavevector is $\omega_s/c=7.545\times10^{-4}\ \mathrm{nm^{-1}}$, which is $2\pi$ times the wavenumber. Choose $q=0.02\ \mathrm{nm^{-1}}$, a surface wavelength of 314 nm. Then $cq/\omega_s=26.5$, and the shift is

$$\frac{1}{26.5^2\times0.0262\ \mathrm{cm}}\approx0.054\ \mathrm{cm^{-1}}.$$

At $q=0.002\ \mathrm{nm^{-1}}$ the ratio is 2.65. The leading formula gives a shift one hundred times larger, $5.4\ \mathrm{cm^{-1}}$. A numerical root search on $\varepsilon\kappa_v+\kappa_s=0$ gives $6.0\ \mathrm{cm^{-1}}$. The wavevector is then no longer large enough for the leading term to suffice.

There is also an upper limit on $q$. The wavelength $2\pi/q$ must remain long compared with atomic distances, or a local permittivity and a sharp surface lose their meaning.

### (e) Sensitivity to the inputs

Differentiate $\omega_s^2$ with respect to each input, holding the other two fixed, and divide by $2\omega_s$:

$$\frac{\partial\omega_s}{\partial\omega_L}=\frac{\varepsilon_\infty\omega_L}{(\varepsilon_\infty+1)\omega_s}=0.709,
\qquad
\frac{\partial\omega_s}{\partial\omega_T}=\frac{\omega_T}{(\varepsilon_\infty+1)\omega_s}=0.289 .$$

For the permittivity the quotient rule gives

$$\frac{\partial\omega_s^2}{\partial\varepsilon_\infty}
=\frac{(\varepsilon_\infty+1)\omega_L^2-(\varepsilon_\infty\omega_L^2+\omega_T^2)}{(\varepsilon_\infty+1)^2}
=\frac{\omega_L^2-\omega_T^2}{(\varepsilon_\infty+1)^2},$$

$$\frac{\partial\omega_s}{\partial\varepsilon_\infty}
=\frac{\omega_L^2-\omega_T^2}{2\omega_s(\varepsilon_\infty+1)^2}=18.2\ \mathrm{cm^{-1}}.$$

An error of 0.1 in $\varepsilon_\infty$ thus moves the result by about $1.8\ \mathrm{cm^{-1}}$. An error of $5\ \mathrm{cm^{-1}}$ in $\omega_L$ moves it by about $3.5\ \mathrm{cm^{-1}}$. For errors of these sizes, the one in the LO value matters more.

### The model beside real silica

The given parameters are typical of the strong Si–O stretching band of silica glass. The glass also has weaker or lower bands, which the model omits. Take rough TO/LO pairs of 460/510 and 800/820 $\mathrm{cm^{-1}}$, and keep the upper pair fixed. Each lower band $j$ multiplies the permittivity by $(\omega_{Lj}^2-\omega^2)/(\omega_{Tj}^2-\omega^2)$, so that every listed LO value is still a zero and every TO value a pole. At $\omega_s$ the product of the two factors is 0.922. It varies slowly there and acts as a reduced background, $0.922\times2.1=1.94$. The numerical root of $\varepsilon=-1$ with both factors included is $1197.7\ \mathrm{cm^{-1}}$, a shift of $-3.2\ \mathrm{cm^{-1}}$. The static permittivity changes more: it is $\varepsilon_\infty\omega_L^2/\omega_T^2=2.86$ with one oscillator and 3.70 with all three, closer to the rough value 3.9 of real oxide. The one-oscillator model is therefore poor at low frequency. Near its own band it is only a rough guide: optical data for silica glass put the surface resonance near $1160\ \mathrm{cm^{-1}}$, about $40\ \mathrm{cm^{-1}}$ below the model's value. With the upper TO/LO pair held fixed, the lower bands account for only a small part of this difference. The rest is not explained by any correction computed here.

Temperature has at least two effects, on the occupation and on the frequency. The Bose occupation $1/(e^{\hbar\omega_s/k_BT}-1)$ is 0.0032 at 300 K and 0.0135 at 400 K. Few of these phonons are thermally excited, though the number rises about fourfold over this range. In the harmonic model the frequency itself does not depend on temperature. In a real glass it can drift. If both $\omega_T$ and $\omega_L$ fell by $5\ \mathrm{cm^{-1}}$, an assumed figure, $\omega_s$ would fall by $5.0\ \mathrm{cm^{-1}}$, because the two sensitivities add up to nearly one.

## Variation 1: an oxide film on silicon

**Question.** The silica is now a film of thickness $d=100$ nm on thick silicon, with a rough permittivity $\varepsilon_{\mathrm{Si}}=11.7$. Loss, free carriers and retardation are neglected. Where are the surface vibrations at $q=0.02\ \mathrm{nm^{-1}}$?

**Solution.** Leave out $e^{iqx}$ and write the potential as $Ae^{-qz}$ in vacuum, $Be^{-qz}+Ce^{qz}$ in the film, and $Fe^{q(z+d)}$ in silicon. At $z=0$ continuity of $\phi$ and $D_z$ gives

$$A=B+C,\quad A=\varepsilon(B-C)
\;\Rightarrow\; (\varepsilon+1)C=(\varepsilon-1)B .$$

At $z=-d$ it gives

$$Be^{qd}+Ce^{-qd}=F,\qquad \varepsilon(Be^{qd}-Ce^{-qd})=-\varepsilon_{\mathrm{Si}}F .$$

Eliminating $F$ yields $(\varepsilon+\varepsilon_{\mathrm{Si}})B=t\,(\varepsilon-\varepsilon_{\mathrm{Si}})C$, with $t=e^{-2qd}$. Combining the two relations between $B$ and $C$,

$$(\varepsilon+1)(\varepsilon+\varepsilon_{\mathrm{Si}})
=t\,(\varepsilon-1)(\varepsilon-\varepsilon_{\mathrm{Si}}).$$

For a thick film $t\to0$, and the two surfaces separate into $\varepsilon=-1$ and $\varepsilon=-\varepsilon_{\mathrm{Si}}$. Here $qd=2$ and $t=0.0183$. Collecting powers gives the quadratic

$$(1-t)\varepsilon^2+(1+\varepsilon_{\mathrm{Si}})(1+t)\varepsilon+\varepsilon_{\mathrm{Si}}(1-t)=0 .$$

Its root near $-1$ is $\varepsilon=-0.958$. The product of the roots is $\varepsilon_{\mathrm{Si}}$, so the other is about $-12.2$. Solving $\varepsilon(\omega)=\varepsilon$ for the frequency,

$$\omega^2=\frac{\varepsilon_\infty\omega_L^2-\varepsilon\,\omega_T^2}{\varepsilon_\infty-\varepsilon},$$

gives $1202.5\ \mathrm{cm^{-1}}$ for the vibration mainly at the vacuum surface and $1104.2\ \mathrm{cm^{-1}}$ for the one mainly at the silicon surface. The first lies $1.6\ \mathrm{cm^{-1}}$ above the half-space limit. Retardation, if restored, lowers the first by about $0.06\ \mathrm{cm^{-1}}$ and the second by about $0.3\ \mathrm{cm^{-1}}$. Loss, neglected here, makes $\varepsilon$ complex, so neither condition is then met exactly at a real frequency. Each vibration decays in time and has a finite linewidth. This matters most for the silicon-side vibration. It needs $\varepsilon\approx-12.2$, but with the damping of Variation 2 the real part of $\varepsilon$ never falls below about $-3.6$ at a real frequency. The response of this film seen from the vacuum then shows a single peak, near $1202\ \mathrm{cm^{-1}}$. For an oxide of a few nanometres at the same $q$, $t$ would be close to one, and the half-space result could not be used.

## Variation 2: a damped oscillator

**Question.** Add a damping $\gamma=70\ \mathrm{cm^{-1}}$, a rough value for the glass. Where does the imaginary part of the surface's response to an outside potential peak, and how wide is the line?

**Solution.** A friction term $\gamma\dot{\mathbf P}$ on the left of the equation of motion replaces $\omega^2$ in $\varepsilon$ by $X=\omega^2+i\gamma\omega$. A source above the surface produces a potential $e^{qz}+re^{-qz}$ in the vacuum near the silica. The conditions at $z=0$ give $1-r=\varepsilon(1+r)$, so $r=-\beta$ with $\beta=(\varepsilon-1)/(\varepsilon+1)$. The quantity asked for is $\mathrm{Im}\,\beta$. For a source potential of fixed amplitude, the absorbed power is proportional to $\omega\,\mathrm{Im}\,\beta$. From the formula for $\varepsilon$,

$$\varepsilon+1=(\varepsilon_\infty+1)\frac{\omega_s^2-X}{\omega_T^2-X}.$$

Insert this in $\beta=1-2/(\varepsilon+1)$ and write $\omega_T^2-X=(\omega_s^2-X)-(\omega_s^2-\omega_T^2)$:

$$\beta=1-\frac{2}{\varepsilon_\infty+1}
+\frac{2(\omega_s^2-\omega_T^2)}{\varepsilon_\infty+1}\,\frac{1}{\omega_s^2-\omega^2-i\gamma\omega},$$

$$\mathrm{Im}\,\beta\;\propto\;\frac{\gamma\omega}{(\omega_s^2-\omega^2)^2+\gamma^2\omega^2}.$$

The maximum is where the reciprocal, $(\omega_s^2-\omega^2)^2/(\gamma\omega)+\gamma\omega$, is smallest. With $\omega=\omega_s+\eta$ and small $\eta$ this is $4\omega_s\eta^2/\gamma+\gamma(\omega_s+\eta)$. Its derivative vanishes at

$$\eta=-\frac{\gamma^2}{8\omega_s}\approx-0.5\ \mathrm{cm^{-1}}.$$

Half the height is reached near $|\omega_s^2-\omega^2|=\gamma\omega$, that is at $\eta\approx\pm\gamma/2$. The full width is therefore about $\gamma=70\ \mathrm{cm^{-1}}$.

The absorbed power has the extra factor $\omega$. Its reciprocal is proportional to $(\omega_s^2-\omega^2)^2/\omega^2+\gamma^2$, which is smallest exactly at $\omega_s$. The small shift $\eta$ thus belongs to $\mathrm{Im}\,\beta$ and not to the power.

Damping hardly moves the centre, but it gives the line a width far larger than the shifts of the vacuum-side vibration calculated above, which are at most about $6\ \mathrm{cm^{-1}}$, and comparable with the $40\ \mathrm{cm^{-1}}$ gap between the model and real glass. Within this model, the lossless value of $1201\ \mathrm{cm^{-1}}$ marks the centre of a broad band. In real glass the local structure varies from place to place, so the oscillators have a distribution of frequencies. A single damping constant gives only a rough size for the broadening, not the detailed shape of the line.
